# Subbands and degenerate pairs of an equilateral-triangular nanowire

## The lowest subband

Let an electron be confined by hard walls to an equilateral triangle of side $a$ and height $h=\sqrt3a/2$. Denote by $d_1,d_2,d_3$ its distances from the three sides. Adding the areas of the three triangles that join an interior point to the sides gives $d_1+d_2+d_3=h$. Consider

$$\Phi=\sin\frac{2\pi d_1}{h}+\sin\frac{2\pi d_2}{h}+\sin\frac{2\pi d_3}{h}.$$

Put $A=\pi d_1/h$, $B=\pi d_2/h$, $C=\pi d_3/h$, so that $A+B+C=\pi$. Then $\sin2A+\sin2B=2\sin C\cos(A-B)$ and $\sin2C=-2\sin C\cos(A+B)$. Their sum is

$$\Phi=2\sin C[\cos(A-B)-\cos(A+B)]=4\sin A\sin B\sin C .$$

The product vanishes on every wall and is positive inside. Each term of the sum is a standing wave of wavenumber $2\pi/h$, so $\Phi$ is an eigenfunction. An eigenfunction without interior nodes is the ground state, and

$$E_1=\frac{\hbar^2}{2m}\frac{4\pi^2}{h^2}=\frac{\hbar^2}{2m}\frac{16\pi^2}{3a^2}.$$

Three standing waves are six travelling waves, related by reflection in the walls. The same construction gives all the other states.

## Reflected waves

The mass $m$ is isotropic in the cross-section, and the potential is zero inside. Motion along the wire separates and adds $\hbar^2k_z^2/2m_z$, where $m_z$ is the mass along the wire. The energies below are subband edges, at $k_z=0$, per spin and per valley.

Place the vertices at $(0,0)$, $(a,0)$ and $(a/2,h)$. The inward unit normals are

$$\mathbf n_1=(0,1),\quad \mathbf n_2=\left(-\tfrac{\sqrt3}{2},-\tfrac12\right),\quad \mathbf n_3=\left(\tfrac{\sqrt3}{2},-\tfrac12\right).$$

They add to zero, and $\mathbf n_i\cdot\mathbf n_j=-1/2$ for $i\ne j$. Walls 1 and 3 pass through the origin.

Reflect the triangle repeatedly in its sides until the copies tile the plane, and change the sign of $\psi$ at each reflection. This is consistent. The vertices of the tiling can be given three colours so that each tile has one of each, which fixes the point of the original triangle that any point represents. The sign is $+$ on upright tiles and $-$ on inverted ones. Across an edge $\psi$ is continuous, because it is zero there, and its normal derivative is continuous, because the derivative of an odd function is even. The edges therefore carry no source, and isolated vertices cannot carry one for a bounded function of finite kinetic energy. The extension solves the free wave equation everywhere.

Parallel mirrors of the tiling lie a distance $h$ apart. Reflection in $d_i=0$ followed by reflection in $d_i=h$ takes $d_i$ to $-d_i$ and then to $2h+d_i$. This is a translation by $2h\mathbf n_i$. The two sign changes cancel, so $\psi$ has this period and is a Fourier series of waves with

$$\mathbf k\cdot\mathbf n_i=\frac{\pi l_i}{h},\qquad l_1+l_2+l_3=0,\qquad l_i\ \text{integer}.$$

The zero sum follows from $\sum_i\mathbf n_i=0$.

Reflection in wall 1 changes $\mathbf k$ to $\mathbf k'=\mathbf k-2(\mathbf k\cdot\mathbf n_1)\mathbf n_1$. Thus $\mathbf k'\cdot\mathbf n_1=-\mathbf k\cdot\mathbf n_1$, while $\mathbf k'\cdot\mathbf n_2=\mathbf k\cdot\mathbf n_2+\mathbf k\cdot\mathbf n_1=-\mathbf k\cdot\mathbf n_3$. In integers,

$$(l_1,l_2,l_3)\to(-l_1,-l_3,-l_2),$$

and the other walls act likewise. Two reflections make a cyclic permutation. Starting from $(p,q,-s)$ with $s=p+q$, the six waves are

- sign $\sigma=+1$: $(p,q,-s)$, $(q,-s,p)$, $(-s,p,q)$;
- sign $\sigma=-1$: $(-p,s,-q)$, $(s,-q,-p)$, $(-q,-p,s)$.

Since $\mathbf n_3-\mathbf n_2=(\sqrt3,0)$, we have $k_x=2\pi(l_3-l_2)/(3a)$. Also $k_y=\mathbf k\cdot\mathbf n_1=2\pi l_1/(\sqrt3a)$. The function to implement is

$$\psi_{pq}=\sum_{\text{six waves}}\sigma\exp\left\{i\left[\frac{2\pi(l_3-l_2)x}{3a}+\frac{2\pi l_1y}{\sqrt3a}\right]\right\}.$$

It is odd under reflection in each of the three mirror directions through the origin. Reflection in wall 2 is reflection in the parallel line $d_2=h$, which passes through the origin, followed by translation by $-2h\mathbf n_2$. Hence $\psi_{pq}$ vanishes on wall 2 as well.

If some $l_i=0$, a reflection leaves that wave unchanged but demands the opposite coefficient, and the sum vanishes. If no $l_i$ is zero, two of them share a sign. When these two are positive, a cyclic permutation puts the negative one last; when they are negative, a reflection is made first. Each set of six therefore has one representative with $p,q\ge1$. Fourier completeness then ensures that the states $\psi_{pq}$, $p,q=1,2,\ldots$, omit nothing.

For normalization, $|\psi_{pq}|^2$ is the same on every tile up to reflection, and its average over the plane is 6, because the six waves are distinct. Thus $\int|\psi_{pq}|^2\,dx\,dy=6(\sqrt3a^2/4)=3\sqrt3a^2/2$ over the triangle.

## Energies and their number

The normals satisfy $\sum_i(\mathbf k\cdot\mathbf n_i)^2=\frac32|\mathbf k|^2$. Therefore

$$|\mathbf k|^2=\frac{2\pi^2}{3h^2}\left[p^2+q^2+(p+q)^2\right]=\frac{4\pi^2}{3h^2}N,\qquad N=p^2+pq+q^2 .$$

With $h^2=3a^2/4$,

$$\boxed{E_{pq}=\frac{\hbar^2}{2m}\left(\frac{4\pi}{3a}\right)^2(p^2+pq+q^2)}$$

For $p=q=1$, $N=3$ and the opening result returns.

The limit of many states checks the counting. Regard $p$ and $q$ as coordinates along two unit vectors at $60^\circ$. Then $N$ is the squared distance from the origin, and each state occupies an area $\sqrt3/2$. The sector $N<R^2$ has area $\pi R^2/6$ and holds about $\pi R^2/(3\sqrt3)$ states. Inserting $R^2=9a^2k^2/(16\pi^2)$ gives $\sqrt3a^2k^2/(16\pi)$. This is the triangle's area times $k^2/4\pi$, the leading number of states with wavenumber below $k$ in any two-dimensional box. Ordered pairs must therefore be counted separately.

## What the triangle's symmetry forces

The triangle has threefold rotations and three median mirrors, the group $C_{3v}$. Its irreducible representations are $A_1$ (unchanged by everything), $A_2$ (odd under the mirrors) and the two-dimensional $E$.

Complex conjugation reverses each wave. The triple $(-p,-q,s)$ is the wall-3 reflection of $(q,p,-s)$, which carries a minus sign, so

$$\psi_{pq}^*=-\psi_{qp}.$$

Rotation by $120^\circ$ about the centroid is $\mathbf r\to R\mathbf r+(a,0)$, with $R$ a rotation about the origin. The rotation $R$ permutes the six waves without changing signs. The shift gives each wave the phase $k_xa=2\pi(l_3-l_2)/3$. For the first triple $l_3-l_2=-p-2q$, which differs from $q-p$ by a multiple of 3. The other five triples give the same remainder. With $\omega=e^{2\pi i/3}$, the rotated state is $\omega^{q-p}\psi_{pq}$.

The median mirror is $\mathbf r\to M\mathbf r+(a,0)$, where $M$ reverses $x$. Since $M$ is minus the reflection in wall 1, it turns $\psi_{pq}$ into $-\psi_{pq}^*=\psi_{qp}$, and the shift adds the phase found above:

$$\psi_{pq}(a-x,y)=\omega^{q-p}\psi_{qp}(x,y).$$

There are three cases.

- $p=q$: one state, of type $A_1$.
- $p-q$ not a multiple of 3: the partners have rotation factors $\omega$ and $\omega^*$ and form an $E$ pair. $C_{3v}$ forces them to be degenerate.
- $p-q$ a nonzero multiple of 3: both partners are unchanged by rotation. The mirror separates them into $\psi_{pq}+\psi_{qp}$, of type $A_1$, and $\psi_{pq}-\psi_{qp}$, of type $A_2$. $C_{3v}$ does not require these to have equal energy.

For real basis functions with $p\ne q$, take the real and imaginary parts of $\psi_{pq}$. A real eigensolver may return any rotation of them within the pair, so subspaces should be compared, not individual functions.

## The hidden conserved quantity

The third case needs another cause. Let $\mathbf t_1,\mathbf t_2,\mathbf t_3$ be unit vectors along the sides, taken in order around the triangle, with $\mathbf t_1=(1,0)$. In units of $\hbar^3$, define the product of the three side momenta,

$$J=(-i\mathbf t_1\cdot\nabla)(-i\mathbf t_2\cdot\nabla)(-i\mathbf t_3\cdot\nabla).$$

On a plane wave the factors are $2\pi/(3a)$ times $l_3-l_2$, $l_1-l_3$ and $l_2-l_1$. Reflection in wall 1 leaves the first difference unchanged and exchanges the other two. The other walls act in the same way. All six waves therefore share one eigenvalue, and $J$ respects the hard-wall condition:

$$J\psi_{pq}=\left(\frac{2\pi}{3a}\right)^3D\,\psi_{pq},\qquad D=(p-q)(2p+q)(p+2q).$$

Time reversal, here complex conjugation, reverses three momenta and hence $J$. A median mirror also reverses $J$: it takes $\mathbf t_1$ to $-\mathbf t_1$, $\mathbf t_2$ to $-\mathbf t_3$ and $\mathbf t_3$ to $-\mathbf t_2$. A state with $D\ne0$ must therefore have a partner of the same energy and opposite $J$. This covers every $p\ne q$, including the $A_1+A_2$ pairs.

Energy and $J$ together label each state uniquely. The integers $p,q,-s$ are the roots of $z^3-Nz+pqs=0$. The square of the product of their differences is the discriminant,

$$D^2=4N^3-27(pqs)^2 .$$

Thus $N$ and $D^2$ fix $pqs>0$, hence the roots, and the sign of $D$ fixes the order of $p$ and $q$.

Different unordered pairs may still share $N$. The first case is $N=91$, from $(1,9)$ and $(5,6)$, for which $|D|=1672$ and $272$. Neither $C_{3v}$ nor the reversal of $J$ connects these two pairs. The coincidence is arithmetic.

## Which perturbations split a pair

Let a weak real potential $V$ act on $\psi_{pq}$ and $\psi_{pq}^*$, with $p\ne q$ and no other state sharing their $N$ (at $N=91$ all four states must be treated together). Their diagonal elements are equal, so to first order the splitting is twice the magnitude of the off-diagonal element:

$$\Delta=\frac{2\left|\int V\psi_{pq}^2\,dx\,dy\right|}{\int|\psi_{pq}|^2\,dx\,dy}.$$

If $V$ has threefold symmetry, rotation multiplies the upper integral by $\omega^{2(q-p)}$. The integral must vanish for an $E$ pair but may survive for an $A_1+A_2$ pair. The protection of $E$ pairs is not limited to first order: conjugation of a state with rotation factor $\omega$ gives one with $\omega^*$ at the same energy, for any real Hamiltonian with threefold symmetry, even without mirrors.

A useful symmetric potential comes from uniform electron charge of density $n$ inside an equipotential surface. Because $\nabla d_i=\mathbf n_i$,

$$\nabla^2(d_1d_2d_3)=2\sum_{i<j}(\mathbf n_i\cdot\mathbf n_j)d_k=-(d_1+d_2+d_3)=-h,$$

where $k$ is the remaining index. The electron's potential energy is therefore $V=(e^2n/\varepsilon)\,d_1d_2d_3/h$, with $\varepsilon$ the permittivity. At the centroid each $d_i=h/3$, and $V=e^2nh^2/(27\varepsilon)$.

## A silicon wire of 10 nm side

Take a gate-all-around silicon wire along [001], with the triangle's base along [100]. Rough typical masses are $m_t=0.19$ and $m_l=0.92$ electron masses. The two valleys along the wire have the isotropic cross-section mass $m_t$, so the formula applies to them. The energy unit multiplying $N$ is 35.184 meV, which gives

- $(1,1)$: $3\times35.184=105.6$ meV;
- $(1,2)$ and $(2,1)$, an $E$ pair: $7\times35.184=246.3$ meV;
- $(1,4)$ and $(4,1)$, the first $A_1+A_2$ pair: $21\times35.184=738.9$ meV.

A diagonalization in polynomials that vanish on the walls, which uses no plane waves, reproduces the lowest 21 states and their multiplicities to a relative $1.1\times10^{-13}$. The numerical output lists the first seven levels. This agreement tests the solution of the ideal model, not its accuracy for silicon.

At $n=10^{19}$ cm$^{-3}$ and relative permittivity 11.7, the space-charge potential is 43 meV at the centre. It splits the $(1,4)$ pair by 2.51 meV, against 2.41 meV from the first-order formula, and leaves the $(1,2)$ pair degenerate to numerical precision. The ground level rises from 105.6 to 139.0 meV. The uniform density is a simplification: confined electrons gather near the middle of the cross-section, and the same number per length then gives a substantially higher central potential and a larger rise. A self-consistent solution including all six valleys gives roughly 80 meV at the centre and a rise near 58 meV. Most of those electrons occupy the anisotropic valleys discussed below, whose density is not threefold symmetric, so that charge splits the $(1,2)$ pair slightly, by about 0.2 meV. The values quoted for the uniform density illustrate the effect of symmetry and are not a self-consistent result. At fixed density the potential grows as $a^2$ while the level energies fall as $a^{-2}$, so their ratio grows as $a^4$. The empty-box ladder soon fails in wider charged wires.

An ideal equipotential surface would exclude a uniform transverse field. If an imperfect gate leaves a residual field of 0.1 MV/cm along the base, the field breaks the threefold symmetry and, acting alone, splits the $(1,2)$ pair by 13.4 meV. The potential energy then changes by 100 meV along the base, more than the 43 meV of the space charge, but symmetry rather than size decides the matter: a threefold-symmetric potential of any strength leaves this pair degenerate.

The other four valleys have masses $m_l$ and $m_t$ along different cross-section axes. Rescaling the coordinates to make the mass isotropic turns the triangle into one that is no longer equilateral, and the pairs are lost. With the heavy mass along the base, the lowest levels are 56.4, 105.4 and 145.3 meV; with it along the height, they are 55.6, 103.4 and 156.2 meV. That they start below the isotropic valleys follows from the variational principle. In the isotropic ground state the two squared momentum components have equal averages, so this trial state gives the upper bound $105.6(1+0.19/0.92)/2=63.7$ meV.

Finite walls matter too. Continuity of $\psi$ and of its slope divided by mass gives $\psi=-\delta\,\partial_n\psi$ at the wall, with $\partial_n$ the outward derivative, $\delta=m_b/(m_t\kappa)$ and $\kappa=\sqrt{2m_bV_b}/\hbar$. Here the level energy and the momentum along the wall are neglected in $\kappa$. A rough oxide barrier $V_b=3.1$ eV with mass $m_b=0.5$ electron masses gives $\delta=0.413$ nm. The ground level falls to 81.1 meV, 23% below the hard-wall value. Moving each wall outward by $\delta$ replaces $a$ by $a+2\sqrt3\delta=11.43$ nm and gives 80.8 meV, a convenient correction for this level. The $(1,2)$ pair moves to 190.3 meV and stays degenerate. These digits belong to the approximate boundary condition; solving in the barrier region itself gives about 80.9 and 189.1 meV.

With a rough nonparabolicity $\alpha=0.5$ eV$^{-1}$, solving $E(1+\alpha E)=E_{pq}$ lowers the first two hard-wall energies to 100.5 and 221.7 meV, by 5% and 10%. This isotropic correction preserves the pairs; direction-dependent band corrections need not.

Set beside a real device, the 10 nm side is within the range of scaled nanowires, and $10^{19}$ cm$^{-3}$ corresponds to a moderate $1.4\times10^{12}$ electrons per cm$^2$ of wall area. The valley anisotropy decides which subband is lowest: with hard walls and no space charge, it lies near 56 meV, not 106 meV. Wall penetration lowers this value and space charge raises it. At 300 K, where $k_BT=25.9$ meV, Boltzmann weights put only about 12% of the electrons in the isotropic valleys. This share uses the hard-wall levels without space charge. The finite walls above lower the isotropic ground level by about 24 meV (23%) and the others by about 8.5 meV (15%), which raises the share to about 19%. The estimated fugacity of 0.40 shows that Fermi statistics would alter it too. The corrections above were calculated separately, and their sum is not a device prediction. Atomic-scale symmetry, valley splitting, image charges, rounded corners and surface roughness are omitted. The equilateral section is itself an idealization for this orientation: the two slanted walls are not low-index crystal planes, and the lattice has no threefold axis along [001]. With hard walls the $N=91$ coincidence lies at 3.20 eV. Wall penetration and nonparabolicity would lower these levels considerably, and at such energies a single parabolic valley no longer describes silicon. The coincidence belongs to the ideal model and is not a prediction for this wire.

## Numbers as computed

```
side 10.0 nm; masses m_t 0.19, m_l 0.92 (electron masses)
energy unit per N: 35.184 meV
N, states, irreps, formula (meV), Ritz (meV):
    3 (1,1)        A1       105.552   105.552
    7 (1,2),(2,1)  E        246.289   246.289
   12 (2,2)        A1       422.209   422.209
   13 (1,3),(3,1)  E        457.393   457.393
   19 (2,3),(3,2)  E        668.498   668.498
   21 (1,4),(4,1)  A1+A2    738.866   738.866
   27 (3,3)        A1       949.971   949.971
largest relative Ritz-formula difference, 21 states: 1.1e-13
largest |psi| on the walls: 2.6e-14
first arithmetic coincidence: N = 91, pairs [(1, 9), (5, 6)], 3.20 eV
  |J| integer factor for (1,9): 1672
  |J| integer factor for (5,6): 272
space charge 1e+19 cm^-3, eps_r 11.7: centre potential 42.96 meV
  ground level with charge: 138.96 meV
  splitting of (1,2) pair: 1.9e-11 meV
  splitting of (1,4) pair: 2.506 meV; first order 2.412 meV
mirror-free C3 potential: (1,2) split 4.9e-11 meV, (1,4) split 19.672 meV
field 0.1 MV/cm along base: (1,2) split 13.36 meV, ground shift -0.91 meV
valleys along x: lowest three levels 56.43, 105.37, 145.34 meV
valleys along y: lowest three levels 55.63, 103.42, 156.23 meV
variational upper bound for their ground levels: 63.68 meV
barrier 3.1 eV, mass 0.5: extrapolation length 0.413 nm
  ground level: Robin 81.14 meV, displaced wall 80.80 meV
  (1,2) pair with Robin walls: 190.31, 190.31 meV
nonparabolicity 0.5 /eV: (1,1) 100.50 meV, (1,2) 221.71 meV
kT at 300 K: 25.85 meV
Boltzmann share of electrons in the isotropic valleys: 12.0 %
line density 0.433 /nm; Boltzmann fugacity 0.40
```
